\section*{Censored Gaussian Likelihood for Decomposition Temperatures and the Bias of Discarding Survivors}

\section{A mean that is 26 K too low}

Consider a population of precursors whose decomposition temperatures have mean 560 K and standard deviation 60 K. They are heated in an instrument that stops at 600 K. The compounds that decompose before the limit have a mean of 534 K, although every recorded temperature is correct. The missing 26 K comes from the compounds that had not reached their decomposition temperature at 600 K and were left out of the average.

Let $T_i$ be the decomposition temperature of compound $i$, for $i=1,\dots,n$. The $T_i$ are assumed to be independent draws from a normal law with mean $\mu$ and standard deviation $\sigma$. The limit $L$ is known and the same for all compounds. A compound with $T_i<L$ gives a reading $t_i$; a compound with $T_i\ge L$ is a survivor, of which only this inequality is known. Such an observation is called right-censored. Let $m$ compounds decompose and $k=n-m$ survive. Write
\begin{equation}
\phi(z)=\frac{e^{-z^2/2}}{\sqrt{2\pi}},\quad
\Phi(a)=\int_{-\infty}^{a}\phi(z)\,dz,\quad
Q=1-\Phi,\quad \alpha=\frac{L-\mu}{\sigma}.
\end{equation}
Two ratios recur, $\lambda(a)=\phi(a)/\Phi(a)$ and $h(a)=\phi(a)/Q(a)$. Without an argument they are taken at $\alpha$.

Two results are derived, each in two ways. The first is the likelihood
\begin{equation}
\mathcal L(\mu,\sigma)=\left[\prod_{i=1}^{m}\frac1\sigma\,
\phi\!\left(\frac{t_i-\mu}{\sigma}\right)\right]Q(\alpha)^k ,
\label{eq:lik}
\end{equation}
with the equations for its maximum. The second is the mean left after discarding,
\begin{equation}
E[T\,|\,T<L]=\mu-\sigma\lambda(\alpha)<\mu .
\label{eq:bias}
\end{equation}

\section{First derivation: probabilities of what was recorded}

\subsection{The likelihood and its maximum}

A reading has a finite width $w$. The probability of a reading in the window of width $w$ centred on $t_i$ is, for $w\ll\sigma$, approximately $w\sigma^{-1}\phi((t_i-\mu)/\sigma)$. A survivor has no reading, and the probability of what was recorded about it is
\begin{equation}
P(T\ge L)=\int_L^\infty \frac1\sigma\phi\!\left(\frac{T-\mu}{\sigma}\right)dT
=\int_\alpha^\infty\phi(z)\,dz=Q(\alpha).
\end{equation}
Independence allows the factors to be multiplied. The product contains $w^m$, which does not depend on $\mu$ or $\sigma$ and can be dropped. This gives \eqref{eq:lik}. Its logarithm is, up to a constant,
\begin{equation}
\ell=-m\ln\sigma-\frac{1}{2\sigma^2}\sum_{i=1}^m(t_i-\mu)^2+k\ln Q(\alpha).
\label{eq:log}
\end{equation}

Since $Q'=-\phi$, we have $d\ln Q/d\alpha=-h$. Also $\partial\alpha/\partial\mu=-1/\sigma$ and $\partial\alpha/\partial\sigma=-\alpha/\sigma$. The two minus signs cancel in each case, so that
\begin{align}
\frac{\partial\ell}{\partial\mu}&=\frac{1}{\sigma^2}\sum_i(t_i-\mu)+\frac{kh}{\sigma}=0,
\label{eq:smu}\\
\frac{\partial\ell}{\partial\sigma}&=-\frac m\sigma+\frac{1}{\sigma^3}\sum_i(t_i-\mu)^2+\frac{k\alpha h}{\sigma}=0.
\label{eq:ssig}
\end{align}
Let $\bar t$ be the mean of the $m$ readings and $s^2$ their variance with divisor $m$. Multiplying \eqref{eq:smu} by $\sigma^2/m$ gives, at the maximum,
\begin{equation}
\hat\mu=\bar t+\frac km\,\hat\sigma h(\hat\alpha).
\label{eq:muhat}
\end{equation}
For the width, multiply \eqref{eq:ssig} by $\sigma^3/m$ and use $\sum_i(t_i-\mu)^2=ms^2+m(\bar t-\mu)^2$:
\begin{equation}
\sigma^2=s^2+(\mu-\bar t)^2+\frac km\,\alpha h\sigma^2 .
\end{equation}
By \eqref{eq:muhat}, $(k/m)\sigma h=\mu-\bar t$, and by definition $\alpha\sigma=L-\mu$. The last term is therefore $(\mu-\bar t)(L-\mu)$, and
\begin{equation}
\hat\sigma^2=s^2+(\hat\mu-\bar t)\left[(\hat\mu-\bar t)+(L-\hat\mu)\right]
=s^2+(\hat\mu-\bar t)(L-\bar t).
\label{eq:sighat}
\end{equation}
Because $h>0$ and $\bar t<L$, every data set with $m\ge1$ and $k\ge1$ has $\hat\mu>\bar t$ and $\hat\sigma>s$. Without survivors both corrections vanish.

\subsection{The maximum exists and is unique}

Put $\theta=1/\sigma$ and $\eta=\mu/\sigma$. Then
\begin{equation}
\ell=m\ln\theta-\tfrac12\sum_i(\theta t_i-\eta)^2+k\ln Q(\theta L-\eta).
\end{equation}
From $\phi'(a)=-a\phi(a)$ follows $h'(a)=h(h-a)$. Here $h(a)$ is the mean of a standard normal variable above $a$, because $\int_a^\infty z\phi\,dz=\phi(a)$; hence $h>a$ and $h'>0$. The second derivative of $\ell$ along a direction $(u,v)$ is
\begin{equation}
-\frac{mu^2}{\theta^2}-\sum_i(ut_i-v)^2-k\,h'(\theta L-\eta)\,(uL-v)^2 .
\end{equation}
For $m\ge1$ it vanishes only if $u=0$ and then $v=0$. So $\ell$ is strictly concave and has at most one maximum.

For existence, take $m,k\ge1$. Only the first term of $\ell$ can be positive. As $\theta\to0$ it tends to $-\infty$. For $\theta$ bounded and $|\eta|\to\infty$ the squares drive $\ell$ to $-\infty$. For $\theta\to\infty$ let $D=L-t_1>0$ and $c=\eta-\theta t_1$. If $c\ge\theta D/2$, the first square contributes at most $-\theta^2D^2/8$. Otherwise $\theta L-\eta=\theta D-c>\theta D/2$, and the bound $Q(x)=\int_0^\infty\phi(x+y)\,dy\le e^{-x^2/2}$ for $x\ge0$ shows that $\ln Q$ contributes at most $-\theta^2D^2/8$. Either term outweighs $m\ln\theta$, so a maximum exists.

If all compounds survive, $\ell=n\ln Q(\alpha)$ keeps rising as $\mu\to\infty$ and there is no maximum. Such a screen gives the lower bound $L$ for each temperature but no estimate of their mean.

\subsection{The mean after discarding}

The density of $T$ given $T<L$ is the normal density divided by $\Phi(\alpha)$. With $T=\mu+\sigma z$ and $z\phi=-\phi'$,
\begin{equation}
E[T\,|\,T<L]=\mu+\frac{\sigma}{\Phi(\alpha)}\int_{-\infty}^{\alpha}z\phi(z)\,dz
=\mu-\sigma\frac{\phi(\alpha)}{\Phi(\alpha)} ,
\end{equation}
which is \eqref{eq:bias}. In the example $\alpha=(600-560)/60=0.6667$ and $\lambda=0.4274$, so the bias is $-60\times0.4274=-25.6$ K.

The result also holds for finite screens. Fix which compounds decomposed, at least one. Their temperatures are then independent draws from the law below $L$, so $\bar t$ has expectation \eqref{eq:bias}. This value is the same for every such set, hence $E[\bar t\,|\,m\ge1]=\mu-\sigma\lambda$. The statement concerns the expectation: if $L>\mu$, as in the example, $\bar t$ can exceed $\mu$ by chance in a single screen.

\section{Second derivation: completing the data}

\subsection{The same likelihood and the same maximum}

Now suppose that each survivor has a definite decomposition temperature $\tau_j\ge L$ that was not seen. Let $p(T)=\sigma^{-1}\phi((T-\mu)/\sigma)$. The density of the complete data is $\prod_i p(t_i)\prod_j p(\tau_j)$. The unseen temperatures are removed by integrating each over its allowed range. Each integral $\int_L^\infty p(\tau)\,d\tau$ equals $Q(\alpha)$, and \eqref{eq:lik} follows again.

The conditions for the maximum can now be found without differentiating $Q(\alpha)$ as a function of $\alpha$. For either parameter $\vartheta=\mu,\sigma$,
\begin{equation}
\frac{\partial\ln Q}{\partial\vartheta}
=\frac1Q\int_L^\infty\frac{\partial p}{\partial\vartheta}\,d\tau
=\int_L^\infty\frac{\partial\ln p}{\partial\vartheta}\,\frac{p}{Q}\,d\tau
=E\!\left[\frac{\partial\ln p}{\partial\vartheta}\,\Big|\,T\ge L\right],
\end{equation}
because $p/Q$ is the density of $T$ above the limit. A survivor thus contributes the average of what it would have contributed had it been seen. With $\partial\ln p/\partial\mu=(T-\mu)/\sigma^2$ and $M=E[T|T\ge L]$, the condition for $\mu$ is
\begin{equation}
\sum_i(t_i-\mu)+k(M-\mu)=0
\quad\Longrightarrow\quad n\mu=m\bar t+kM .
\label{eq:complete}
\end{equation}
Each survivor enters the mean at its expected temperature above the limit,
\begin{equation}
M=\mu+\frac{\sigma}{Q(\alpha)}\int_\alpha^\infty z\phi\,dz=\mu+\sigma h .
\label{eq:M}
\end{equation}
Inserting this and subtracting $k\mu$ from both sides gives $m\mu=m\bar t+k\sigma h$, which is \eqref{eq:muhat}.

For $\sigma$, $\partial\ln p/\partial\sigma=-1/\sigma+(T-\mu)^2/\sigma^3$. Integration by parts gives $\int_\alpha^\infty z^2\phi\,dz=\alpha\phi(\alpha)+Q(\alpha)$, so $E[(T-\mu)^2|T\ge L]=\sigma^2(1+\alpha h)$. The condition reads
\begin{equation}
n\sigma^2=\sum_i(t_i-\mu)^2+k\sigma^2(1+\alpha h).
\end{equation}
Subtracting $k\sigma^2$ leaves $m\sigma^2=\sum_i(t_i-\mu)^2+k\sigma^2\alpha h$, which is \eqref{eq:ssig} multiplied by $\sigma^3$.

\subsection{The bias as a missing share}

Let $B=E[T|T<L]$. The population mean is the weighted sum of the means on the two sides of the limit, $\mu=\Phi B+QM$. Since $\Phi=1-Q$,
\begin{equation}
\mu-B=Q\,(M-B).
\label{eq:mix}
\end{equation}
Every temperature in $M$ is at least $L$ and every one in $B$ is below $L$, so $M>B$ and the right side is positive. This proves the sign for any law with a finite mean and $0<P(T<L)<1$. For the normal law, \eqref{eq:M} gives
\begin{equation}
B=\frac{\mu-Q(\mu+\sigma h)}{\Phi}=\frac{\Phi\mu-\sigma\phi}{\Phi}=\mu-\sigma\lambda ,
\end{equation}
in agreement with \eqref{eq:bias}.

In the example $Q=0.2525$ and $h=\lambda\Phi/Q=0.4274\times0.7475/0.2525=1.265$, so $M=560+60\times1.265=635.9$ K. One quarter of the compounds is missing, and this quarter lies $635.9-534.4=101.5$ K above the rest. The product, $0.2525\times101.5$ K, is the 25.6 K found before.

Entering each survivor at $L$ replaces $M$ by $L$ in the weighted sum. The bias is then $-Q(M-L)=-\sigma[\phi(\alpha)-\alpha Q(\alpha)]$, or $-9.1$ K here. It is smaller than the bias of discarding because $L>B$, but it is still negative.

\section{What each derivation assumes}

The first derivation uses the normal density below $L$ and the total probability above it. How that probability is spread above $L$ never enters. Two laws that agree below the limit have the same likelihood, even if their means differ. The data therefore cannot test the reading of $\hat\mu$ as the population mean; that reading rests on the assumed tail.

The second derivation makes this explicit. It gives every survivor a temperature above $L$ and takes its mean from the normal tail. In return it shows what the fit does with a survivor, and it separates the sign of the bias, which needs no normal law, from its size, which depends on the law assumed.

Both need survival to mean $T\ge L$ and nothing else. Neither says that discarding is wrong in itself. If the number of survivors is lost, each density can be divided by $\Phi(\alpha)$, which gives the correct law of a compound known to have decomposed. For a correct density $f$ and any rival $g$, the inequality $\ln x\le x-1$ gives $E_f[\ln(g/f)]\le\int g\,dT-1=0$, so the expected log-likelihood is largest at the true parameters. In the example this truncated fit recovers 560.00 K and 60.00 K from the population below the limit. That is a result for very many compounds. In screens of about a dozen the truncated fit scatters far more than the censored fit, and for some data sets its likelihood has no finite maximum, so the number of survivors is worth recording. The bias comes from treating the remaining compounds as a complete sample.

\section{Limits and comparisons between families}

With $\mu$ and $\sigma$ held fixed, the bias depends on $L$ through $\lambda(\alpha)$. Differentiation gives $\lambda'=-\lambda(\alpha+\lambda)$. The mean of a standard normal variable below $\alpha$ is $-\lambda$, which must be less than $\alpha$; hence $\alpha+\lambda>0$ and $\lambda'<0$. Raising the limit reduces the bias. It is $-91.5$ K for $L=500$ K, $-47.9$ K for 560 K, $-8.3$ K for 650 K and $-1.6$ K for 700 K.

Discarding also compresses differences. At fixed $\sigma$ and $L$, $\partial\alpha/\partial\mu=-1/\sigma$, so
\begin{equation}
\frac{\partial B}{\partial\mu}=1+\lambda'(\alpha)=1-\alpha\lambda-\lambda^2 .
\end{equation}
The same factor multiplies the variance. From $\int_{-\infty}^{\alpha}z^2\phi\,dz=\Phi-\alpha\phi$ the mean of $z^2$ below the limit is $1-\alpha\lambda$, and subtracting the squared mean $\lambda^2$ gives $\mathrm{Var}(T|T<L)=\sigma^2(1-\alpha\lambda-\lambda^2)$. The factor is positive because it is a variance ratio, and less than one because $\lambda'<0$. It is 0.53 in the example. Two precursor families with means of 540 K and 580 K appear at 522.7 K and 544.1 K, so a difference of 40 K shrinks to 21 K. A least-squares model trained only on the compounds that decomposed, with the family as its sole input, would inherit this compressed contrast. Further inputs that explain part of the spread within a family can weaken the compression.

\section{A screen of twelve compounds}

Take nine chosen readings, 455, 482, 498, 515, 527, 540, 556, 571 and 588 K, and three survivors at 600 K. The readings have $\bar t=525.78$ K and $s=40.62$ K. Maximizing \eqref{eq:log} gives $\hat\mu=553.0$ K and $\hat\sigma=60.6$ K, with $h(\hat\alpha)=1.3484$. The two conditions can be followed by hand:
\begin{align}
\hat\mu&=525.78+\tfrac39\times60.59\times1.3484=553.01\ \text{K},\\
\hat\sigma^2&=40.62^2+27.23\times(600-525.78)=3671\ \text{K}^2=(60.59\ \text{K})^2 .
\end{align}
In the form \eqref{eq:complete}, each survivor counts as 634.71 K, and $(9\times525.78+3\times634.71)/12=553.01$ K. Entering the survivors at 600 K would give 544.3 K. The standard error of $\hat\mu$, estimated from the curvature of $\ell$, is 18 K, so twelve compounds fix the mean only loosely.

In 20\,000 simulated screens of twelve compounds from the 560 K population, the discarded mean averages 534.4 K with a scatter of 15.0 K. The censored fit averages 561.1 K with a scatter of 18.9 K. Its excess of 1.1 K is well above the sampling error of 0.13 K, so the fit has a small upward bias at this sample size. It also scatters more. Its root-mean-square error about 560 K is nevertheless smaller, $\sqrt{1.1^2+18.9^2}\approx19$ K against $\sqrt{25.6^2+15.0^2}\approx30$ K. By this measure the fit is not the best of the three procedures for so few compounds. Entering the survivors at 600 K averages $\min(T,L)$. With the standard deviation 43.78 K of the readings below the limit and $L-B=65.64$ K, its variance is $0.7475\times43.78^2+0.7475\times0.2525\times65.64^2=2246$ K$^2$, so the mean of twelve scatters by $\sqrt{2246/12}=13.7$ K and has a root-mean-square error of $\sqrt{9.1^2+13.7^2}\approx16$ K. The advantage of the fit appears in larger screens: its error shrinks towards zero for a normal population, whereas the $-9.1$ K of substitution remains.

\section{The model beside a real screen}

The parameters are round values in the rough regime of metal-organic deposition precursors. Thermal analysers can reach far above 600 K, so the limit here stands for a sealed pan or a chosen end of the heating programme. In open pans a missing decomposition signal need not mean survival, since a volatile precursor may evaporate first. If 10\,\% of the compounds that would decompose below 600 K, whatever their temperature, are counted as survivors, the population fit rises by 9.7 K. A limit set 5 K too high raises it by 1.4 K. The shape of the population matters too: for Gumbel laws with the same mean and standard deviation, the normal censored fit is 4.8 K too low with right skew and 5.5 K too high with left skew. Discarding gives $-24.2$ K and $-23.0$ K in these two cases.

The decomposition temperature, if it is read at the peak of the reaction rate, depends on the heating rate $\beta$. For first-order decomposition with rate constant $\kappa=Ae^{-E/RT}$ and remaining fraction $x$, where $A$ is the prefactor, $E$ the activation energy and $R$ the gas constant, the rate $\kappa x$ peaks when $x\beta\,d\kappa/dT-\kappa^2x=0$. With $d\kappa/dT=\kappa E/(RT^2)$ this becomes
\begin{equation}
\frac{E\beta}{RT^2}=A\,e^{-E/RT}.
\end{equation}
For $E=150$ kJ/mol and a peak at 560 K at 10 K/min, heating at 5 K/min lowers the peak by 11 K. Readings taken at different rates should therefore not be pooled without correction. With peak readings, a survivor is a compound whose peak lies above the limit, and it need not be intact: for the same $E$ and heating at 10 K/min, a compound with its peak at 610 K is already about 40\,\% decomposed at 600 K. The remaining values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Model mean 560 K, std dev 60 K, limit 600 K
alpha = 0.6667, lambda = 0.4274
Fraction decomposed 0.7475, surviving 0.2525
Discard: mean 534.36 K, bias -25.64 K
Discard: std dev 43.78 K
Variance and slope factor 0.5325
Substitute: bias -9.07 K
Limit 500 K: surviving 0.8413, discard bias -91.51 K
Limit 560 K: surviving 0.5000, discard bias -47.87 K
Limit 600 K: surviving 0.2525, discard bias -25.64 K
Limit 650 K: surviving 0.0668, discard bias -8.33 K
Limit 700 K: surviving 0.0098, discard bias -1.59 K
Families 540 K and 580 K after discard: 522.74 K, 544.09 K, gap 21.35 K
Population fit, censored: 560.00 K, 60.00 K
Population fit, truncated: 560.00 K, 60.00 K
Decomposed at (K): 455 482 498 515 527 540 556 571 588
Decomposed 9, survivors 3, total 12
Data, discard: mean 525.78 K, std dev 40.62 K
Data, substitute: mean 544.33 K
Data, censored fit: mean 553.01 K, std dev 60.59 K
Fit: alpha 0.7755, h 1.3484
Fit: survivor conditional mean 634.71 K
Fit minus discard mean 27.23 K
Curvature standard error of fitted mean 18.26 K
Simulated screens of 12 compounds: 20000
Screens, discard: average 534.4 K, scatter 15.0 K
Screens, censored fit: average 561.1 K, scatter 18.9 K
Sampling error of fit average 0.13 K
right-skewed Gumbel: discard bias -24.17 K, normal censored fit bias -4.83 K
left-skewed Gumbel: discard bias -22.95 K, normal censored fit bias 5.46 K
Limit set 5 K too high: fit shift 1.40 K
Evaporated, 10 % of decomposable compounds taken as survivors: fit shift 9.69 K
Reading width 1 K: fit shift 0.00046 K
Normal-law probability below 300 K: 7.3e-06
Activation energy 150 kJ/mol, heating rate 10 to 5 K/min: peak shift -11.13 K
\end{verbatim}
